\section*{Photon noise of Delta in a rotating-analyser ellipsometer}

\section{The question}

A Fresnel rhomb turns linearly polarised light into circularly polarised light by two total reflections. To measure its retardation, one sends in light polarised at $45^\circ$ and turns an analyser in front of a photodiode. A perfect rhomb gives a constant signal, and an error of retardation appears as a weak ripple at twice the rotation rate. Photon noise produces a random ripple too. How many photons must be detected before this noise is worth no more than $0.001^\circ$?

Write the ratio of the two amplitude coefficients of the specimen as $r_p/r_s=\tan\Psi\,e^{i\Delta}$, with time factor $e^{+i\omega t}$. Azimuths are measured from the plane of incidence, and precision means one standard deviation $\sigma$. The number $N$ counts detected photons, one photoelectron each, over whole half turns of a uniformly rotating ideal analyser. Photon noise is at first the only noise.

\section{From the field to the signal}

With the polariser at $45^\circ$, the field after the specimen is, up to a common factor,
\[
E_p=\tfrac{1}{\sqrt2}\sin\Psi\,e^{i\Delta},\qquad E_s=\tfrac{1}{\sqrt2}\cos\Psi .
\]
An analyser at azimuth $A$ passes $I=|E_p\cos A+E_s\sin A|^2$. Expanding the square,
\[
I=\tfrac12\sin^2\Psi\cos^2A+\tfrac12\cos^2\Psi\sin^2A+\sin\Psi\cos\Psi\cos\Delta\,\cos A\sin A .
\]
Now use $\cos^2A=\frac12(1+\cos2A)$, $\sin^2A=\frac12(1-\cos2A)$ and $\cos A\sin A=\frac12\sin2A$:
\begin{equation}
I=\tfrac14\left(1+\alpha\cos2A+\beta\sin2A\right),\quad
\alpha=-\cos2\Psi,\quad \beta=\sin2\Psi\cos\Delta .
\label{signal}
\end{equation}
Since $\sqrt{1-\alpha^2}=\sin2\Psi$, the inversion is
\begin{equation}
\cos\Delta=\frac{\beta}{\sqrt{1-\alpha^2}} .
\label{inversion}
\end{equation}
This leaves the sign of $\Delta$ undetermined; it is taken as known. At $\Psi=45^\circ$, $\Delta=90^\circ$ both $\alpha$ and $\beta$ vanish.

\section{Leading order for large $N$}

Each detected photon is an independent draw of $A$, with probability density $(1+\alpha\cos2A+\beta\sin2A)/\pi$ on a half turn. The mean of $\sin2A$ is $\beta/2$, because $\sin^22A$ averages to $\frac12$ over a uniform half turn and the other terms average to zero. The estimates are therefore
\[
\hat\beta=\frac2N\sum_{i=1}^N\sin2A_i,\qquad
\hat\alpha=\frac2N\sum_{i=1}^N\cos2A_i .
\]
The mean of $\sin^22A$ under the actual density is also $\frac12$, since $\sin^22A\cos2A$ and $\sin^32A$ average to zero. For fixed $N$,
\begin{equation}
\operatorname{var}\hat\beta=\frac{4}{N}\left(\frac12-\frac{\beta^2}{4}\right)=\frac{2-\beta^2}{N}.
\label{varbeta}
\end{equation}
At the circular point this is $2/N$. There (\ref{inversion}) gives $-d\Delta=d\beta$, with no first-order term in $\alpha$, so that
\begin{equation}
\sigma^2\simeq\frac2N,\qquad N\simeq\frac{2}{\sigma^2}.
\label{main}
\end{equation}
The angle must be in radians: $0.001^\circ=1.74533\times10^{-5}$ rad, and
\[
N=\frac{2}{(1.74533\times10^{-5})^2}=6.57\times10^{9}.
\]
This is the estimate of about 6.6 billion. From $\alpha=-\cos2\Psi$ one has $d\alpha=2\,d\Psi$ at $45^\circ$. Because $\operatorname{var}\hat\alpha=2/N$ as well, the same photons give $\Psi$ to $0.0005^\circ$.

\section{The first correction in $1/N$}

Let $\hat\Delta=90^\circ+\epsilon$. Then $-\sin\epsilon=\hat\beta/\sqrt{1-\hat\alpha^2}$. Expanding the root and the arcsine to third order,
\[
-\epsilon=\hat\beta+\tfrac12\hat\beta\hat\alpha^2+\tfrac16\hat\beta^3+\dots,\qquad
\epsilon^2=\hat\beta^2+\hat\beta^2\hat\alpha^2+\tfrac13\hat\beta^4+\dots
\]
The mean of $\epsilon$ vanishes, because reversing the sign of every $\sin2A_i$ leaves the uniform distribution unchanged. For large $N$, $\hat\alpha$ and $\hat\beta$ are to leading order independent Gaussian variables of variance $2/N$. Hence $\langle\hat\beta^2\hat\alpha^2\rangle\simeq4/N^2$ and $\langle\hat\beta^4\rangle\simeq3(2/N)^2=12/N^2$, while $\langle\hat\beta^2\rangle=2/N$ has no correction. The sum is
\begin{equation}
\sigma^2=\frac2N+\frac{4+4}{N^2}+\dots=\frac2N\left(1+\frac4N+\dots\right),
\qquad N=\frac2{\sigma^2}+4+\dots
\end{equation}
The correction asks for four more photons. If the total count itself is Poisson distributed with mean $\bar N$, then $\langle1/N\rangle=\bar N^{-1}(1+1/\bar N+\dots)$, and the four becomes five. The curvature of the inversion is thus irrelevant here; the corrections that matter come from the specimen and the instrument.

\section{The first correction away from circular light}

Keep $\Psi=45^\circ$ and let $\Delta=90^\circ+x$. Now $\alpha=0$ and $\beta=\cos\Delta$, so $d\beta=-\sin\Delta\,d\Delta$, and (\ref{varbeta}) gives
\begin{equation}
N\sigma^2=\frac{2-\cos^2\Delta}{\sin^2\Delta}=1+\frac1{\sin^2\Delta}
=1+\frac1{\cos^2x}=2\left(1+\frac{x^2}{2}+\dots\right).
\label{offset}
\end{equation}
The correction is quadratic, so the circular point is a minimum of the photon number along this line. At $\Delta=60^\circ$, $x^2/2=0.137$ predicts $7.47\times10^9$ photons for $0.001^\circ$, against $7.66\times10^9$ from the full expression. At $30^\circ$ the full expression gives $1.64\times10^{10}$.

Equation (\ref{offset}) itself fails near $\Delta=0$, where $\cos\Delta$ is flat. There $\sigma\simeq1/(\sqrt N\,\Delta)$, and linear error propagation requires $\sigma\ll\Delta$, or $\Delta\gg N^{-1/4}$. For $6.57\times10^9$ photons this limit is about $0.2^\circ$.

In the other direction, keep $\Delta=90^\circ$ and let $\Psi=45^\circ+y$. Then $\beta=0$, $\operatorname{var}\hat\beta=2/N$ and $-d\Delta=d\beta/\sin2\Psi$, so
\[
N\sigma^2=\frac{2}{\sin^22\Psi}=\frac2{\cos^22y}=2(1+4y^2+\dots).
\]
At $\Psi=30^\circ$ the full factor $4/3$ raises the number to $8.75\times10^9$.

\section{Could another analysis need fewer photons?}

The Fisher information limits every unbiased estimate made from the same counts. For one photon at $\Psi=45^\circ$, with $s=\sin2A$, the information on $\beta$ is the uniform average
\[
J=\left\langle\frac{s^2}{1+\beta s}\right\rangle
=\frac1{\beta^2}\left\langle\beta s-1+\frac1{1+\beta s}\right\rangle
=\frac1{\beta^2}\left(\frac1{\sqrt{1-\beta^2}}-1\right).
\]
The last average follows from $u=2A$ and $t=\tan(u/2)$, which turn $\int_{-\pi}^{\pi}du/(1+\beta\sin u)$ into $\int_{-\infty}^{\infty}2\,dt/(t^2+2\beta t+1)=2\pi/\sqrt{1-\beta^2}$. Multiplying $J$ by $(d\beta/d\Delta)^2=\sin^2\Delta$ gives
\[
\frac{\sin\Delta(1-\sin\Delta)}{\cos^2\Delta}=\frac{\sin\Delta}{1+\sin\Delta},
\qquad\text{so}\qquad N\sigma^2\ge1+\frac1{\sin\Delta}
\]
for $0<\Delta<180^\circ$. Not knowing $\Psi$ does not raise this bound: the cross term contains $\cos2A$, which changes sign under $A\to90^\circ-A$ while $\sin2A$ does not, so it averages to zero. An unknown total intensity does not raise it either, since it changes the number of photons and not their distribution in $A$.

At $90^\circ$ the bound is $2$, which the Fourier sum reaches at leading order. Near it the bound grows as $2(1+x^2/4)$, half the relative correction in (\ref{offset}). At $30^\circ$ it allows $9.8\times10^9$ photons where the Fourier sum needs $1.64\times10^{10}$: photons near the dark part of the signal carry more information than the Fourier sum uses.

\section{Detector windows and other noise}

A real detector often integrates the signal over $K$ equal windows per half turn. Averaging $\sin2A$ over a window of width $\pi/K$ multiplies its central value by
\[
w=\frac{\sin(\pi/K)}{\pi/K}.
\]
The estimate must be divided by $w$, while for $K\ge3$ the mean square of the central sines stays $\frac12$. Hence at the circular point
\[
N=\frac{2}{w^2\sigma^2},\qquad \frac1{w^2}=1+\frac{\pi^2}{3K^2}+\dots
\]
For $K=4$ the first correction gives $1.21$ and the full factor is $\pi^2/8=1.234$.

Next come independent white noises. Their one-sided current spectra are $2ei$ for shot noise at photocurrent $i$, $4kT/R$ for a feedback resistor $R$, $2ei_d$ for a dark current $i_d$ whose mean is subtracted, and $Si^2$ for a source with relative power spectrum $S$. Because the signal is constant, every window receives the same variance, and the photon number is multiplied by
\begin{equation}
F=1+\frac{2kT}{eiR}+\frac{i_d}{i}+\frac{Si}{2e}.
\label{excess}
\end{equation}

\section{A rhomb measured with a lamp}

Take glass of index $n=1.51$. Inside it, beyond the critical angle, the Fresnel coefficients have modulus one, so $\Psi=45^\circ$. With $q=\sqrt{n^2\sin^2\theta-1}$ their phases are $2\arctan(nq/\cos\theta)$ for $p$ and $2\arctan[q/(n\cos\theta)]$ for $s$. Two reflections double the difference. A numerical root search for $\Delta=90^\circ$ gives $\theta=54.62^\circ$ as the larger of two solutions; the other is $48.62^\circ$. The angle belongs to the assumed index: at fixed $\theta$, $\Delta$ changes by $104^\circ$ per unit of $n$, so $10^{-5}$ in $n$ is worth $0.001^\circ$, and $n=1.515$ gives $\Delta=90.5^\circ$.

Let $10$ nW at $633$ nm reach a photodiode of quantum efficiency $0.8$. The photon energy is $3.14\times10^{-19}$ J, so the detected rate is
\[
\frac{0.8\times10^{-8}\ \mathrm W}{3.14\times10^{-19}\ \mathrm J}=2.55\times10^{10}\ \mathrm{s^{-1}},
\]
a current of $4.08$ nA. The ideal $6.57\times10^9$ photons arrive in $0.26$ s. The analyser passes half of circular light, so $6.57\times10^9/(0.8\times0.5)=1.64\times10^{10}$ photons must reach it.

For $R=100\ \mathrm{M\Omega}$ at $300$ K, $i_d=50$ pA and $S=10^{-11}\ \mathrm{Hz^{-1}}$, equation (\ref{excess}) gives
\[
F=1+0.127+0.012+0.127=1.27 .
\]
With four windows, $N=6.57\times10^9\times1.234\times1.266=1.03\times10^{10}$, or $0.40$ s. At $20$ turns per second this is rounded up to 17 half turns, $0.425$ s.

These values are rough assumptions for a filtered halogen lamp and a silicon photodiode. The least certain is $S$, which matters mainly near $40$ Hz, twice the rotation rate. Four windows also respond, more weakly, at $120$ Hz, where a lamp may carry mains ripple; a steady ripple of relative amplitude $5\times10^{-5}$ there can shift $\Delta$ by as much as $0.001^\circ$, and is not included in the white noise $S$. A value of $S$ ten times larger would make $F=2.41$ and $N=2.0\times10^{10}$. More light does not cure source noise: its share of the variance is $S/(w^2\tau)$ for measuring time $\tau$, whatever the power. It equals shot noise at $i=2e/S=32$ nA, and beyond that current it is the larger of the two, so the photon number alone no longer sets the precision.

\section{Precision is not accuracy}

Suppose the polariser is wrong by $p$ and the analyser by $a$. For this specimen the first error makes $\alpha=-\sin2p$ and leaves $\beta=0$. The second replaces $\cos2A$ by $\cos(2A+2a)$, whose $\sin2A$ part is $-\sin2a$. Together they give a false
\[
\beta=\sin2p\,\sin2a\simeq4pa .
\]
Either error alone leaves $\Delta$ unchanged. Two errors of $0.1^\circ$ shift it by $0.0007^\circ$, close to the target. An uncorrected delay of the amplifier acts as an analyser error: $100\ \mathrm{M\Omega}$ with $1$ pF lags the $40$ Hz signal by $1.44^\circ$, so $a=0.72^\circ$ in size, and with $p=0.1^\circ$ the shift is $0.005^\circ$.

A detector whose response depends on polarisation is more serious. The light leaving the analyser is polarised along $A$, so the response may contain a factor $1+\eta\sin2A$. This gives $\beta=\eta$ and shifts $\Delta$ by $-\eta$ radians. For $\eta=10^{-3}$ the shift is $0.057^\circ$ in size, 57 times the target; to stay within the target, the uncorrected part of $\eta$ must be below $1.7\times10^{-5}$.

The specimen must also hold still. At the chosen angle $d\Delta/d\theta=-1.05$, and refraction at the entrance face divides a small outside tilt by $1.51$. A tilt of $0.001^\circ\times1.51/1.05=0.0014^\circ$ in the plane of incidence therefore changes $\Delta$ by $0.001^\circ$. The incoming beam matters too. If the polariser leaves the light slightly elliptical, with ellipticity angle $\chi$ and the long axis at $45^\circ$, the $p$ and $s$ fields already differ in phase by $2\chi$, which adds directly to $\Delta$ or subtracts from it. Even $\chi=10^{-4}$ rad gives $0.011^\circ$. A beam spread evenly over $\pm0.5^\circ$ in the plane of incidence, outside the glass, shifts the measured $\Delta$ by about $0.004^\circ$, because $\Delta$ is a curved function of $\theta$. The same spread perpendicular to the plane of incidence adds about $0.0015^\circ$ of the same sign, with ideal polarisers.

With the assumed light level, the photons for a precision of $0.001^\circ$ arrive in under half a second. Whether the result is also accurate depends on systematic errors such as these.

All numerical values are calculated from the stated model.
